# Resonant charge transfer in a Hubbard dimer with the adiabatically exact functional

## Problem

Two electrons in a spin singlet occupy two distant sites. Site 1, the donor, holds both at the start. A weak oscillating field is tuned to the energy that moves one electron to site 2. The Hamiltonian, with \(\hbar=1\), is

\[
H=-T\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow}+\tfrac12\Delta v(t)\,N,\qquad N=n_1-n_2,
\]

with \(\Delta v(t)=-\Delta+\varepsilon\cos\omega t\) and \(\Delta>U\). A repulsion between the sites would merely reduce \(U\) and add a constant. Let \(p=\langle N\rangle/2\), so \(n_1=1+p\), and let \(x=1-p\) be the charge moved off the donor.

The parameters are round model values: \(U=6\) eV, \(\Delta=8\) eV, \(\varepsilon=0.2\) eV, and \(T=(1\ \text{eV})\,e^{-R/2\,\text{Å}}\) at \(R=10\) Å, giving \(T=0.006738\) eV. The field is \(\varepsilon/R=0.020\) V/Å, or 2.0 MV/cm.

Suppose that time-dependent Kohn-Sham theory is run with the exact ground-state exchange-correlation potential, evaluated at the instantaneous density. This is the adiabatically exact (AE) approximation. How much charge does it move?

## A tempting solution

First take the exact dynamics. In the singlet basis \(|20\rangle,|11\rangle,|02\rangle\) the diagonal energies are \(U+\Delta v,\;0,\;U-\Delta v\). Either of the two spin arrangements in \(|11\rangle\) can hop to \(|20\rangle\), and the normalization is \(1/\sqrt2\), so the coupling is \(-2T/\sqrt2=-\sqrt2\,T\). The state \(|02\rangle\) lies far above and is dropped here. With \(\delta=\Delta-U=2\) eV, the amplitudes \(A\) of \(|20\rangle\) and \(B\) of \(|11\rangle\) obey

\[
i\dot A=(-\delta+\varepsilon\cos\omega t)A-\sqrt2\,TB,\qquad i\dot B=-\sqrt2\,TA .
\]

Put \(A=\alpha\,e^{i\delta t-iz\sin\omega t}\) with \(z=\varepsilon/\omega\). The diagonal term cancels and

\[
i\dot\alpha=-\sqrt2\,T\,e^{-i\delta t+iz\sin\omega t}B,\qquad e^{iz\sin\omega t}=\sum_nJ_n(z)e^{in\omega t}.
\]

At \(\omega=\delta\) the term \(n=1\) is constant. The others oscillate. They add ripples of relative size \(T/\delta\) and move the resonance by about \(4T^2/\delta\), here 0.09 meV. Leaving out this shift requires \(T\ll\delta J_1(z)\); a laser set to the exact excitation energy compensates it. Writing \(J=J_1(z)\),

\[
i\dot\alpha=-gB,\quad i\dot B=-g\alpha,\quad g=\sqrt2\,TJ,\quad x=|B|^2=\sin^2gt .
\]

One whole electron has moved at \(t=\pi/(2g)\). Here \(J=0.04994\), so \(g=1.414\times0.006738\times0.04994=4.76\times10^{-4}\) eV and the time is 2.17 ps. Propagation of all three states, driven at the exact excitation energy, gives the same time and a transfer of 1.0000.

The tempting step comes now. The exact excitation energy is 2.0000843 eV, and AE linear response gives 2.0000896 eV. The error \(d\) is 5.2 µeV, about 1% of \(g\). A two-level system detuned by \(d\) transfers at most

\[
\frac{g^2}{g^2+d^2/4}=\frac1{1+(2.6/476)^2}\approx0.99997 .
\]

So the AE calculation should move practically the whole electron.

## Where it fails

Both excitation energies are correct. The fault is to carry a frequency found at the initial density through the whole transfer. The AE equations are nonlinear: their potential follows the density, so their resonance may move as charge moves. A drift comparable with \(g\), which is below a meV, is enough to matter. The drift has to be computed from the functional.

## The adiabatically exact equations

Let \(F(p)\) be the lowest value of kinetic plus repulsion energy among singlet states with given \(p\). The ground state at fixed \(\Delta v\) minimizes \(F(p)+\Delta v\,p\), hence \(F'(p)=-\Delta v\).

Without repulsion, both electrons share the orbital \(\bigl(\sqrt{(1+p)/2},\sqrt{(1-p)/2}\bigr)\). Its kinetic energy is \(T_s(p)=-2T\sqrt{1-p^2}\), and \(T_s'(p)=-v_s\), where \(v_s\) is the Kohn-Sham level difference. Therefore

\[
v_{\rm Hxc}=v_s-\Delta v=F'-T_s'=\frac{dE_{\rm Hxc}}{dp},\qquad E_{\rm Hxc}=F-T_s .
\]

In the dynamics the second orbital component acquires a phase \(\theta\):

\[
\phi_1=\sqrt{\tfrac{1+p}{2}},\qquad \phi_2=\sqrt{\tfrac{1-p}{2}}\,e^{i\theta},
\]

up to a common phase. From \(i\dot\phi_1=\tfrac12v_s\phi_1-T\phi_2\),

\[
\tfrac12\dot p=\frac{d|\phi_1|^2}{dt}=-2T\,{\rm Im}(\phi_1^*\phi_2)=-T\sqrt{1-p^2}\,\sin\theta .
\]

The phases of the two components change at the rates \(-\tfrac12v_s+T\frac{|\phi_2|}{|\phi_1|}\cos\theta\) and \(\tfrac12v_s+T\frac{|\phi_1|}{|\phi_2|}\cos\theta\). Their difference, with \((|\phi_1|^2-|\phi_2|^2)/(|\phi_1||\phi_2|)=2p/\sqrt{1-p^2}\), gives

\[
\dot p=-2T\sqrt{1-p^2}\,\sin\theta,\qquad
\dot\theta=\Delta v+v_{\rm Hxc}(p)+\frac{2Tp\cos\theta}{\sqrt{1-p^2}} .
\]

These are \(\dot p=-\partial E/\partial\theta\) and \(\dot\theta=\partial E/\partial p\) for

\[
E=-2T\sqrt{1-p^2}\cos\theta+E_{\rm Hxc}(p)+\Delta v\,p .
\]

### Why linear response looks so good

Without a drive, the ground state sits at \(\theta=0\), \(p=p_0\). There \(E_{\theta\theta}=2T\sqrt{1-p_0^2}\) and \(E_{pp}=F''(p_0)\), because at \(\theta=0\) the kinetic term and \(-T_s\) cancel. Small oscillations have \(\omega_{\rm AE}^2=E_{\theta\theta}E_{pp}\).

First-order perturbation theory in \(\tfrac12\delta(\Delta v)N\) gives \(dp/d\Delta v=-\tfrac12S\), with \(S=\sum_k|N_{0k}|^2/\omega_k\) over the exact excitations. Since \(F'=-\Delta v\), \(F''=2/S\) and

\[
\omega_{\rm AE}^2=\frac{4T\sqrt{1-p_0^2}}{S} .
\]

A hop changes \(N\) by \(\pm2\), so \([N,[N,\hat T]]=4\hat T\) for the hopping operator \(\hat T\). The sum rule \(\sum_k\omega_k|N_{0k}|^2=\tfrac12\langle[N,[H,N]]\rangle\) then equals \(-2\langle\hat T\rangle\). Replacing \(4T\sqrt{1-p_0^2}=-2T_s\) gives

\[
\omega_{\rm AE}^2=\frac{T_s}{\langle\hat T\rangle}\,
\frac{\sum_k\omega_k|N_{0k}|^2}{\sum_k|N_{0k}|^2/\omega_k}\;\ge\;\omega_1^2 .
\]

The inequality holds because \(T_s\) is the lowest kinetic energy at that density, so the first ratio is at least 1, and because \(\omega_k\ge\omega_1^2/\omega_k\) term by term.

For our donor one excitation dominates. With \(|20\rangle\) and \(|11\rangle\) alone, \(\langle\hat T\rangle=-2\sqrt2\,T\sqrt{p(1-p)}\), so \(T_s/\langle\hat T\rangle=\sqrt{(1+p)/(2p)}\approx1+x/4\). The initial \(x_0\) is \(2.3\times10^{-5}\), and the error of \(\omega_{\rm AE}\) is about \(\omega_1x_0/8\approx6\) µeV, close to the 5.2 µeV found with all three states. The agreement thus rests on the donor being almost completely filled.

The opposite case, \(\Delta<U\), starts from one electron on each site. Perturbation theory gives \(|N_{0k}|=2\sqrt2\,T/(U\mp\Delta)\) at energies \(U\mp\Delta\), and \(p_0\approx0\). Hence

\[
\omega_{\rm AE}^2\approx\frac{1}{2T\left[(U-\Delta)^{-3}+(U+\Delta)^{-3}\right]} ,
\]

which grows without bound as \(T\to0\). For \(\Delta=4\) eV at 10 Å the AE energy is 24.3 eV against an exact 2.0 eV. There the AE functional fails already in linear response. The closed-shell donor is the subtler case.

## The drift of the resonance

For \(0<p<1\) and \(T\ll U\), the cheapest state with density \(p\) has weight \(p\) in \(|20\rangle\) and \(1-p\) in \(|11\rangle\). Thus

\[
F=Up-2\sqrt2\,T\sqrt{p(1-p)},
\]
\[
v_{\rm Hxc}-U=T\left[\frac{\sqrt2\,(2p-1)}{\sqrt{p(1-p)}}-\frac{2p}{\sqrt{1-p^2}}\right].
\]

As \(p\to1\) the two divergent terms cancel and leave \(-\tfrac34\sqrt2\,T\sqrt x\), which is almost zero at the initial density. At \(p=0.8\) the bracket is \(2.121-2.667=-0.545\), a shift of \(-3.7\) meV. At \(p=0.5\) the shift is \(-7.8\) meV. The drive coupling \(g\) is 0.48 meV.

To see the effect on the transfer, average over the drive. Define \(\varphi=\theta+\omega t-z\sin\omega t\). The large terms in \(\dot\theta\) cancel:

\[
\dot\varphi=(\omega-\delta)+(v_{\rm Hxc}-U)+\frac{2Tp\cos\theta}{\sqrt{1-p^2}} .
\]

Near resonance, and away from \(p=0\), where \(v_{\rm Hxc}-U\approx-\sqrt2\,T/\sqrt p\) becomes large, everything left is of order \(T\), except that the last term grows as \(p\to1\). That growth only reflects the polar angle losing its meaning at \(x=0\): the combination \(\sqrt x\,e^{i\varphi}\) still changes at a rate of order \(T\). The motion is therefore slow compared with the drive. Over one period the mean of \(e^{i\theta}=e^{i\varphi}e^{-i\omega t+iz\sin\omega t}\) is \(Je^{i\varphi}\). Replacing \(\cos\theta\) and \(\sin\theta\) by \(J\cos\varphi\) and \(J\sin\varphi\) gives \(\dot p=-\partial K/\partial\varphi\), \(\dot\varphi=\partial K/\partial p\), with

\[
K=(\omega-\delta)p+\left[E_{\rm Hxc}(p)-Up\right]-2TJ\sqrt{1-p^2}\cos\varphi .
\]

This first-order average requires \(T\ll\delta J\). Here \(T/(\delta J)=0.067\).

## How far the charge goes

\(K\) has no explicit time dependence and is conserved. The start is \(p\approx1\), where \(K=\omega-\delta\). Insert \(E_{\rm Hxc}-Up=2T\sqrt{1-p^2}-2\sqrt2\,T\sqrt{p(1-p)}\), subtract the initial value and divide by \(2T\sqrt x\), using \(1-p^2=x(1+p)\):

\[
\sqrt{1+p}-\sqrt{2p}-\eta\sqrt x=J\sqrt{1+p}\,\cos\varphi,\qquad \eta=\frac{\omega-\delta}{2T} .
\]

On resonance, \(\eta=0\), this reads \(1-\sqrt{2p/(1+p)}=J\cos\varphi\). The left side rises from zero as \(p\) falls from 1, while the right side cannot exceed \(J\). The motion turns back at \(\cos\varphi=1\). With \(q=(1-J)^2=2p/(1+p)\), so that \(p=q/(2-q)\),

\[
\boxed{x_{\max}=\frac{2-2q}{2-q},\qquad q=\left[1-J_1(\varepsilon/\omega)\right]^2}
\]

For a weak field \(q\approx1-2J\) and \(J\approx\varepsilon/2\omega\), so \(x_{\max}\approx4J\approx2\varepsilon/\omega\).

In the example \(q=0.95006^2=0.9026\) and \(x_{\max}=0.1948/1.0974=0.1775\). The AE calculation moves less than a fifth of an electron. Direct propagation of the AE orbital gives 0.185, whether the laser is set to the AE or to the exact excitation energy.

The hopping has cancelled from \(x_{\max}\), because drift and coupling are both proportional to \(T\). Greater distance therefore does not cure the failure. With \(\varepsilon\) held fixed, the propagated maxima at 8, 10 and 12 Å are 0.198, 0.185 and 0.180. Their excesses over 0.1775 shrink roughly in proportion to \(T\), as expected for corrections to the average.

The time of return follows too. For small \(x\), put \(s=\sqrt x\). Then \(\dot s=g\sin\varphi\) and \(\cos\varphi\approx(s/s_m)^2\), where \(s_m=\sqrt{x_{\max}}=0.421\). The turning time is

\[
t_m=\frac{s_m}{g}\int_0^1\frac{du}{\sqrt{1-u^4}}=\frac{1.311\,s_m}{g},
\]

which is 0.35 of the exact transfer time \(\pi/(2g)\). At 0.20 of that time the exact and AE charges are 0.095 and 0.094, so the charge moved in this first fifth gives almost no warning. At 0.35 they are 0.273 and 0.185. At 0.70 they are 0.794 and 0.0002: the AE charge has gone home.

## Can another frequency or a stronger field rescue it?

A laser tuned slightly above resonance partly compensates the downward drift of \(v_{\rm Hxc}\). For small \(x\) the conservation law becomes

\[
\frac{s^2}{4}-\frac{\eta s}{\sqrt2}=J\cos\varphi .
\]

The left side has the minimum \(-\eta^2/2\) at \(s=\sqrt2\,\eta\). The motion passes it if \(\eta^2/2<J\), that is, below \(\eta_c\approx\sqrt{2J}=0.316\). Above \(\eta_c\) it is stopped early, at \(\cos\varphi=-1\). Just below \(\eta_c\) it runs on to the upper bound \(\cos\varphi=1\), where \(s=2\sqrt J(1+\sqrt2)\), so the best transfer still vanishes in proportion to \(J\) in the weak-field limit.

For the example this last estimate leaves the small-\(x\) range, and the full conservation law is needed. It gives at most 0.63 electron, at \(\eta=0.318\), a detuning of 4.3 meV. A propagated scan of 53 frequencies has its largest value, 0.62, at a detuning of \(0.300\times2T\) from the AE resonance, which is \(\eta=0.307\).

The field strength sets the limit of the claim. At \(\varepsilon/\delta=0.2\) and 0.4, resonant AE propagation moves 0.33 and 0.53 electron; the boxed formula gives 0.32 and 0.52. With the best single frequency the averaged law allows 0.85 and 0.99. Weak driving at a single frequency near \(\delta\) fails, but a strong detuned field can come close to full transfer. Fields whose frequency is swept to follow the drift are outside this result.

## What the functional is missing

If \(v_{\rm Hxc}\) is frozen at its initial value, close to \(U\), and the laser is tuned to the resulting Kohn-Sham gap, the first two terms of \(K\) cancel. Then \(\varphi\) stays at \(\pi/2\) and \(p=\cos(2TJt)\). The orbital passes \(p=0\) and goes on to \(p=-1\). Propagation indeed moves 2.0000 electrons. The density dependence of \(v_{\rm Hxc}\) is thus what blocks the AE transfer, but simply removing it carries both electrons across.

The averaged equations show one way to reproduce the slow density while \(\theta\) keeps winding at the drive frequency. Replace \(v_{\rm Hxc}-U\) by a constant \(D\) at \(\omega=\delta\). Conservation of \(K=Dp-2TJ\sqrt{1-p^2}\cos\varphi\) from \(p=1\) gives

\[
\cos\varphi=-\frac{D}{2TJ}\sqrt{\frac{1-p}{1+p}} .
\]

For \(D=-2TJ\) this reaches 1 at \(p=0\), one electron moved. Moreover \(\sin^2\varphi=1-\frac{1-p}{1+p}=\frac{2p}{1+p}\), so

\[
|\dot p|=2TJ\sqrt{1-p^2}\,\sqrt{\frac{2p}{1+p}}=2g\sqrt{p(1-p)} ,
\]

which is the rate of the exact \(p=\cos^2gt\). Within this averaged picture, with \(\theta\) winding, the slow exact density is reproduced by a constant shift of magnitude \(2TJ=0.67\) meV. That shift depends on the drive, so no function of the instantaneous density alone can supply it for every field strength. The AE potential instead supplies a shift that grows as charge moves; in the resonant example it reaches about \(-3.5\) meV at the turning point, five times this magnitude.

This constant shift is not the exact time-dependent potential, which must also reproduce the fast ripples of the density. With \(|20\rangle\) and \(|11\rangle\) alone, and \(\chi\) the phase of \(B\) relative to \(A\), the exact current is \(\dot p=-2\sqrt2\,T\sqrt{p(1-p)}\,\sin\chi\). Equating it to the Kohn-Sham expression gives

\[
\sin\theta=\sqrt{\frac{2p}{1+p}}\;\sin\chi .
\]

The phase \(\chi\) winds at about the drive frequency, but the prefactor is below 1 for \(p<1\). Starting from \(\theta=0\), the exact Kohn-Sham phase therefore only swings back and forth. Its mean rate vanishes, so the cycle average of the exact \(v_{\rm Hxc}\) is \(\Delta\) up to terms of order \(T\) once charge has begun to move. That is 8 eV, which is 2 eV above \(U\), and within each cycle the potential swings about this mean by roughly \(\pm\delta\sqrt{2p/(1+p)}\). The exact potential thus aligns the two Kohn-Sham levels on average. The constant shift matches only the slow part of the density: near \(p=0\) it leaves ripples of about \(2T/\delta\), where the exact ones nearly vanish.

A separate defect appears once the field is off. The undriven AE equations have just two stationary points, near \(|20\rangle\) and \(|02\rangle\), and none with one electron on each site. This is not what stops the transfer: near the missing state \(\theta\) winds at a rate of at least about \(\delta\), so \(p\) ripples with an amplitude of at most about \(2T/\delta=0.007\).

## Relation to implanted solids

The dimer can picture charge exchange between an implanted centre and a distant defect, but its values belong to no named material. \(U=6\) eV was not fitted to any defect. The field is weak only relative to \(\delta\): 2.0 MV/cm as a vacuum plane wave is about 5 GW/cm², the case \(\varepsilon/\delta=0.4\) needs about 85 GW/cm², and 2 eV photons would excite band-to-band transitions in a host with a smaller gap, such as silicon, which the dimer leaves out. The model also assumes a fixed energy gap, whereas in a solid the gap moves with the nuclei. For an assumed reorganization energy \(\lambda=0.1\) eV and classical nuclei at 300 K, the gap spreads by \(\sqrt{2\lambda k_BT_{\rm K}}=0.072\) eV, with \(T_{\rm K}\) the temperature. That is 151 times \(g\). A pair whose gap stayed one such spread off resonance would transfer only a few times \(10^{-4}\) electron even in the exact dynamics: the near-resonant coupling alone gives at most about \((2g/0.072\ \text{eV})^2\approx2\times10^{-4}\), and the off-resonant ripples add a comparable amount. Moving nuclei would also disturb the phase on which the coherent transfer depends. The coherent dimer judges the functional; it does not predict charge motion during an anneal. The numerical output below lists the values used.

## Computed values

```
U = 6.0 eV, tilt = 8.0 eV, bare gap = 2.0 eV
distance R = 10 angstrom, hopping T = 0.006738 eV
drive amplitude eps = 0.20 eV, eps/gap = 0.10
field = 0.020 V/angstrom = 2.0 MV/cm
J1(eps/gap) = 0.04994
exact excitation energy = 2.0000843 eV
AE linear-response energy = 2.0000896 eV
AE minus exact = 5.244 micro-eV
drive coupling sqrt(2)*T*J1 = 0.000476 eV
predicted exact transfer time = 2172.8 fs
propagated exact transfer time = 2173.2 fs
vHxc - U at p = 0.99: -0.712 meV
vHxc - U at p = 0.80: -3.667 meV
vHxc - U at p = 0.50: -7.773 meV
vHxc - U at p = 0.20: -17.036 meV
time/transfer time, charge moved exact, charge moved AE (electrons)
  0.00  0.0000  0.0000
  0.20  0.0954  0.0942
  0.35  0.2733  0.1851
  0.50  0.4993  0.1009
  0.70  0.7943  0.0002
  1.00  1.0000  0.1662
long-range AE limit, closed form = 0.1775 electrons
weak-field estimate 2*eps/gap = 0.2000 electrons
R = 8 angstrom: max moved exact 0.9998, AE 0.1981 electrons
R = 10 angstrom: max moved exact 1.0000, AE 0.1851 electrons
R = 12 angstrom: max moved exact 1.0000, AE 0.1804 electrons
AE driven at exact energy: 0.1847 electrons
AE with frozen vHxc: 2.0000 electrons
eps/gap = 0.2, resonant: AE 0.3271, closed form 0.3181 electrons
eps/gap = 0.4, resonant: AE 0.5316, closed form 0.5225 electrons
eps/gap = 0.2, eta = 0.4: AE 0.8134, law 0.8040 electrons
best frequency, law: 0.6312 electrons at eta = 0.318
best frequency, scan: 0.6165 electrons at eta = 0.300
best detuning in energy = 4.285 meV
largest scan error away from the jump = 0.0115 electrons
law, eps/gap = 0.05: best frequency moves 0.4108 electrons
law, eps/gap = 0.20: best frequency moves 0.8522 electrons
law, eps/gap = 0.40: best frequency moves 0.9877 electrons
AE stationary points at p = 0.999977 and -1.000000
open shell (tilt 4 eV, T = 0.1353 eV): exact 2.0399 eV, AE 5.5752 eV, kicked AE 5.5755 eV
open shell at R = 10 angstrom: exact 2.0001 eV, AE 24.270 eV
constrained-search error of vHxc = 5.2e-07 eV
assumed reorganisation energy = 0.1 eV at 300 K
thermal gap spread = 0.0719 eV, 151 times the drive coupling
```
